# Core Polarization from Restricted Open-Shell Orbitals to First Order: a numerical check

```python
"""
Result under test: first-order spin polarization of closed shells in a high-spin
restricted open-shell (ROHF) determinant,
    rho1(r) = 2 sum_cv K_vc phi_c(r) phi_v(r) / (e_v - e_c),
    K_vc = sum_o (v o | o c).
c, o, v: closed, open (spin up) and virtual orbitals, real.
e: eigenvalues of f = (F_alpha + F_beta)/2 inside the c, o and v blocks.
Zeroth-order Hamiltonian: H0 = sum_p e_p E_pp; perturbation: V = H - H0.
Algebra is in atomic units; printed energies are in eV, lengths in angstrom.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.integrate import trapezoid
from pyscf import gto, scf
from pyscf.fci import direct_spin1, cistring, spin_op

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
DENS = 1.0 / ANG**3


def restricted_reference(symbol, spin, s_exponents, p_exponents):
    """ROHF orbitals, Fock matrices and the first-order spin-density matrix."""
    shells = [[0, [float(a), 1.0]] for a in s_exponents]
    shells += [[1, [float(a), 1.0]] for a in p_exponents]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                spin=spin, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 200
    mf.kernel()
    assert mf.converged
    n = mol.nao_nr()
    eri = mol.intor("int2e").reshape(n, n, n, n)
    coulomb_matrix = eri.reshape(n * n, n * n)
    exchange_matrix = eri.transpose(0, 3, 1, 2).reshape(n * n, n * n)

    def exchange(density):
        return (exchange_matrix @ density.ravel()).reshape(n, n)

    blocks = [mf.mo_coeff[:, np.isclose(mf.mo_occ, k)] for k in (2, 1, 0)]
    d_closed = blocks[0] @ blocks[0].T
    d_open = blocks[1] @ blocks[1].T
    core_h = mf.get_hcore()
    total = 2 * d_closed + d_open
    coulomb = (coulomb_matrix @ total.ravel()).reshape(n, n)
    fock_a = core_h + coulomb - exchange(d_closed + d_open)
    fock_b = core_h + coulomb - exchange(d_closed)
    average = 0.5 * (fock_a + fock_b)
    energies, columns = [], []
    for block in blocks:
        e, u = np.linalg.eigh(block.T @ average @ block)
        energies.append(e)
        columns.append(block @ u)
    orb = np.hstack(columns)
    e = np.concatenate(energies)
    ao_nucleus = mol.eval_gto("GTOval_sph", np.zeros((1, 3)))[0]
    value = ao_nucleus @ orb
    orb = orb * np.where(value < -1e-8, -1.0, 1.0)
    nc, no = blocks[0].shape[1], blocks[1].shape[1]
    closed, opened = slice(0, nc), slice(nc, nc + no)
    virtual = slice(nc + no, n)
    k_open = orb.T @ exchange(d_open) @ orb
    gap = e[None, virtual] - e[closed, None]
    polar = np.zeros((n, n))
    polar[closed, virtual] = k_open[closed, virtual] / gap
    polar[virtual, closed] = polar[closed, virtual].T
    return SimpleNamespace(
        mol=mol, n=n, nc=nc, no=no, closed=closed, opened=opened,
        virtual=virtual, orb=orb, e=e, eri=eri, core_h=core_h,
        exchange=exchange, d_closed=d_closed, d_open=d_open,
        fa=orb.T @ fock_a @ orb, fb=orb.T @ fock_b @ orb,
        k_open=k_open, gap=gap, polar=polar, energy=mf.e_tot,
        nucleus=ao_nucleus @ orb, ao_nucleus=ao_nucleus)


def check_stationarity(ref):
    """Which Fock elements vanish for the converged restricted orbitals."""
    c, o, v = ref.closed, ref.opened, ref.virtual
    residual = max(np.abs((ref.fa + ref.fb)[v, c]).max(),
                   np.abs(ref.fa[v, o]).max(initial=0.0),
                   np.abs(ref.fb[o, c]).max())
    survivor = np.abs(ref.fa[v, c]).max()
    assert residual < 1e-5
    assert survivor > 1e-3
    assert np.abs(ref.fa[v, c] + 0.5 * ref.k_open[v, c]).max() < 1e-5
    assert np.abs(ref.fb[v, c] - 0.5 * ref.k_open[v, c]).max() < 1e-5
    return residual, survivor


def many_electron_matrix(h1, eri, norb, nelec):
    """Dense Hamiltonian over all determinants, column by column."""
    g = direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
    shape = (cistring.num_strings(norb, nelec[0]),
             cistring.num_strings(norb, nelec[1]))
    columns = [np.asarray(direct_spin1.contract_2e(
        g, unit.reshape(shape), norb, nelec)).ravel()
        for unit in np.eye(shape[0] * shape[1])]
    matrix = np.array(columns).T
    return 0.5 * (matrix + matrix.T), shape


def exact_slopes(ref, step=2e-4):
    """Numerical derivative at lambda=0 of the eigenstate of H0 + lambda V."""
    nelec = (ref.nc + ref.no, ref.nc)
    c = ref.orb
    eri_mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", ref.eri, c, c, c, c,
                       optimize=True)
    full, shape = many_electron_matrix(c.T @ ref.core_h @ c, eri_mo,
                                       ref.n, nelec)
    zeroth, _ = many_electron_matrix(np.diag(ref.e), np.zeros_like(eri_mo),
                                     ref.n, nelec)

    def spin_matrix(vector):
        da, db = direct_spin1.make_rdm1s(vector, ref.n, nelec)
        return da - db

    vectors = []
    for lam in (step, -step):
        _, states = np.linalg.eigh(zeroth + lam * (full - zeroth))
        k = np.argmax(np.abs(states[0]))
        vectors.append((states[:, k] * np.sign(states[0, k])).reshape(shape))
    slope = (spin_matrix(vectors[0]) - spin_matrix(vectors[1])) / (2 * step)
    amplitude = (vectors[0] - vectors[1]) / (2 * step)
    _, states = np.linalg.eigh(full)
    ground = np.ascontiguousarray(states[:, 0]).reshape(shape)
    return slope, amplitude, spin_matrix(ground), nelec


def unrestricted_contact(ref):
    """UHF spin density at the nucleus, started from the ROHF densities."""
    mf = scf.UHF(ref.mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 200
    mf.kernel(dm0=np.array([ref.d_closed + ref.d_open, ref.d_closed]))
    assert mf.converged
    da, db = mf.make_rdm1()
    return ref.ao_nucleus @ (da - db) @ ref.ao_nucleus


def contact(ref, matrix):
    return ref.nucleus @ matrix @ ref.nucleus


# Lithium: closed, open and virtual orbitals all have s symmetry
li = restricted_reference("Li", 1, 0.03 * 3.0**np.arange(9), [])
li_residual, li_survivor = check_stationarity(li)
li_slope, li_amp, li_exact, li_nelec = exact_slopes(li)
li_scale = np.abs(li.polar).max()
li_error = np.abs(li_slope - li.polar).max() / li_scale
assert li_error < 1e-3

# Amplitudes of the two singles and of the spin-flip determinant
singles = np.zeros_like(li_amp)
flips = np.zeros_like(li_amp)
for v in range(2, li.n):
    up = (cistring.str2addr(li.n, 2, (1 << 1) | (1 << v)), 0)
    down = (0, cistring.str2addr(li.n, 1, 1 << v))
    flip = (cistring.str2addr(li.n, 2, 1 | (1 << v)),
            cistring.str2addr(li.n, 1, 1 << 1))
    expected = abs(li.polar[0, v])
    for place, factor in ((up, 0.5), (down, 0.5), (flip, 1.0)):
        assert abs(abs(li_amp[place]) - factor * expected) < 1e-3 * li_scale
    singles[up], singles[down] = li_amp[up], li_amp[down]
    flips[flip] = li_amp[flip]


def spin_squared(vector):
    unit = vector / np.linalg.norm(vector)
    return spin_op.spin_square0(unit, li.n, li_nelec)[0]


s2_singles = spin_squared(singles)
s2_complete = spin_squared(singles + flips)
assert abs(s2_singles - 11 / 4) < 1e-3
assert abs(s2_complete - 3 / 4) < 1e-3

# Nitrogen in a tiny basis: three open orbitals
small = restricted_reference("N", 3, [0.25, 0.9, 8.0, 60.0], [0.6])
small_slope = exact_slopes(small)[0]
small_error = (np.abs(small_slope - small.polar).max()
               / np.abs(small.polar).max())
assert small_error < 1e-3

# Nitrogen worked example
ni = restricted_reference("N", 3, 0.05 * 2.8**np.arange(16),
                          0.05 * 2.8**np.arange(8))
ni_residual, ni_survivor = check_stationarity(ni)
open_contact = np.sum(ni.nucleus[ni.opened]**2)
assert open_contact < 1e-10
first_order = contact(ni, ni.polar)
virtual_only = [2 * ni.nucleus[c] * (ni.polar[c] @ ni.nucleus)
                for c in range(2)]
closed_mixing = (2 * ni.k_open[0, 1] / (ni.e[1] - ni.e[0])
                 * ni.nucleus[0] * ni.nucleus[1])
canonical = [virtual_only[0] + closed_mixing, virtual_only[1] - closed_mixing]

# Shell contributions from explicit spin-dependent one-electron operators
keep = np.r_[0:ni.nc, ni.nc + ni.no:ni.n]
k_keep = ni.k_open[np.ix_(keep, keep)]
strength = 0.02
up_orb, down_orb = [
    np.linalg.eigh(np.diag(ni.e[keep]) - sign * 0.5 * strength * k_keep)[1][:, :2]
    for sign in (1, -1)]
numeric_shells = ((ni.nucleus[keep] @ up_orb)**2
                  - (ni.nucleus[keep] @ down_orb)**2) / strength
shell_scale = np.abs(canonical).max()
assert np.abs(numeric_shells - canonical).max() < 1e-2 * shell_scale
pull_numeric = np.sum((up_orb @ up_orb.T - down_orb @ down_orb.T)
                      * k_keep) / strength
pull = 2 * np.sum(ni.k_open[ni.closed, ni.virtual]**2 / ni.gap)
assert pull_numeric > 0
assert abs(pull_numeric / pull - 1) < 1e-2

# Feedback: exchange with the open-shell plus the induced spin density
coupled = ni.polar.copy()
for _ in range(300):
    induced = ni.orb @ coupled @ ni.orb.T
    k_total = ni.orb.T @ ni.exchange(ni.d_open + induced) @ ni.orb
    updated = np.zeros_like(coupled)
    updated[ni.closed, ni.virtual] = k_total[ni.closed, ni.virtual] / ni.gap
    updated[ni.virtual, ni.closed] = updated[ni.closed, ni.virtual].T
    change = np.abs(updated - coupled).max()
    coupled = updated
    if change < 1e-11:
        break
assert change < 1e-8
coupled_contact = contact(ni, coupled)
uhf_contact = unrestricted_contact(ni)

# Radial profile and the zero integral
radius = np.geomspace(1e-4, 40.0, 3001)
points = np.zeros((radius.size, 3))
points[:, 2] = radius
phi = ni.mol.eval_gto("GTOval_sph", points) @ ni.orb
rho1 = np.sum((phi @ ni.polar) * phi, axis=1)
rho_open = np.sum(phi[:, ni.opened]**2, axis=1)
weight = 4 * np.pi * radius**3
log_r = np.log(radius)
net_spin = trapezoid(weight * rho1, log_r)
displaced = 0.5 * trapezoid(weight * np.abs(rho1), log_r)
open_norm = trapezoid(weight * rho_open, log_r)
assert abs(net_spin) < 1e-3 * displaced
assert abs(open_norm - 3) < 1e-4
peak = np.argmax(radius**2 * rho_open)
crossing = np.where(rho1[:-1] * rho1[1:] < 0)[0]
nodes = [radius[i] * ANG for i in crossing if radius[i] * ANG < 3.0]

# Basis dependence
other = restricted_reference("N", 3, 0.04 * 2.4**np.arange(20),
                             0.04 * 2.4**np.arange(9))
other_contact = contact(other, other.polar)
assert abs(other_contact - first_order) < 0.05 * shell_scale

best = 2 + int(np.argmax(np.abs(li.polar[0, 2:])))
li_open = li.nucleus[1]**2
li_first = contact(li, li.polar)
print("LITHIUM, 9 s Gaussians")
print(f"largest excitation: K_vc = {li.k_open[0, best]*EV:.5f} eV")
print(f"  F_alpha(vc) = {li.fa[best, 0]*EV:.5f} eV")
print(f"  F_beta(vc) = {li.fb[best, 0]*EV:.5f} eV")
print(f"  e_v - e_c = {(li.e[best]-li.e[0])*EV:.4f} eV")
print(f"  K_vc/(e_v-e_c) = {li.polar[0, best]:.6f}")
pair = li.nucleus[0] * li.nucleus[best]
print(f"  phi_c*phi_v at nucleus = {pair*DENS:.4f} A^-3")
print(f"  its spin density = {2*li.polar[0, best]*pair*DENS:.5f} A^-3")
print(f"contact, open orbital = {li_open*DENS:.5f} A^-3")
print(f"contact, first-order term = {li_first*DENS:.5f} A^-3")
print(f"contact, ROHF + first order = {(li_open+li_first)*DENS:.5f} A^-3")
print(f"contact, UHF = {unrestricted_contact(li)*DENS:.5f} A^-3")
print(f"contact, full CI same basis = {contact(li, li_exact)*DENS:.5f} A^-3")
print(f"slope test, relative error = {li_error:.1e}")
print(f"<S^2> of singles alone = {s2_singles:.5f}")
print(f"<S^2> with spin flips = {s2_complete:.5f}")
print("NITROGEN, 16 s and 8 p Gaussians")
print(f"ROHF energy = {ni.energy*EV:.4f} eV")
print(f"e(1s), e(2s), e(2p) = {ni.e[0]*EV:.3f}, {ni.e[1]*EV:.3f}, "
      f"{ni.e[2]*EV:.3f} eV")
print(f"largest vanishing Fock element = {ni_residual*EV:.1e} eV")
print(f"largest |F_alpha(vc)| = {ni_survivor*EV:.4f} eV")
print(f"contact, open orbitals = {open_contact*DENS:.1e} A^-3")
print(f"1s to virtuals = {virtual_only[0]*DENS:.5f} A^-3")
print(f"2s to virtuals = {virtual_only[1]*DENS:.5f} A^-3")
print(f"1s-2s mixing, 1s entry = {closed_mixing*DENS:.5f} A^-3")
print(f"canonical 1s = {canonical[0]*DENS:.5f} A^-3")
print(f"canonical 2s = {canonical[1]*DENS:.5f} A^-3")
print(f"first-order contact = {first_order*DENS:.5f} A^-3")
print(f"first-order contact = {first_order:.6f} a.u.")
print(f"linear coupled contact = {coupled_contact*DENS:.5f} A^-3")
print(f"UHF contact = {uhf_contact*DENS:.5f} A^-3")
print(f"UHF contact = {uhf_contact:.6f} a.u.")
print(f"first order, second basis = {other_contact*DENS:.5f} A^-3")
print(f"exchange pull 2 sum K^2/(e_v-e_c) = {pull*EV:.5f} eV")
print(f"net first-order spin = {net_spin:.1e} electrons")
print(f"displaced spin = {displaced:.5f} electrons")
print("sign changes below 3 A: " + ", ".join(f"{x:.3f}" for x in nodes) + " A")
print(f"open-shell radial maximum = {radius[peak]*ANG:.4f} A")
print(f"  first-order density there = {rho1[peak]*DENS:.5f} A^-3")
print(f"  open-shell density there = {rho_open[peak]*DENS:.5f} A^-3")
for r_ang in (0.05, 0.1, 0.2, 0.5, 1.0):
    value = np.interp(np.log(r_ang / ANG), log_r, rho1)
    print(f"first-order density at {r_ang:.2f} A = {value*DENS:.5f} A^-3")
print(f"small-basis N slope test, relative error = {small_error:.1e}")
print(f"1 a.u. of density = {DENS:.5f} A^-3")
print("finished without a failed check")
```

Running it gives:

```
LITHIUM, 9 s Gaussians
largest excitation: K_vc = 0.17137 eV
  F_alpha(vc) = -0.08568 eV
  F_beta(vc) = 0.08568 eV
  e_v - e_c = 90.2871 eV
  K_vc/(e_v-e_c) = 0.001898
  phi_c*phi_v at nucleus = 14.7089 A^-3
  its spin density = 0.05584 A^-3
contact, open orbital = 0.97903 A^-3
contact, first-order term = 0.22980 A^-3
contact, ROHF + first order = 1.20884 A^-3
contact, UHF = 1.32040 A^-3
contact, full CI same basis = 1.30780 A^-3
slope test, relative error = 2.3e-06
<S^2> of singles alone = 2.75000
<S^2> with spin flips = 0.75000
NITROGEN, 16 s and 8 p Gaussians
ROHF energy = -1480.3033 eV
e(1s), e(2s), e(2p) = -425.292, -25.726, -4.908 eV
largest vanishing Fock element = 8.7e-07 eV
largest |F_alpha(vc)| = 0.8797 eV
contact, open orbitals = 4.0e-24 A^-3
1s to virtuals = -3.00030 A^-3
2s to virtuals = 2.51669 A^-3
1s-2s mixing, 1s entry = -1.82975 A^-3
canonical 1s = -4.83005 A^-3
canonical 2s = 4.34644 A^-3
first-order contact = -0.48360 A^-3
first-order contact = -0.071663 a.u.
linear coupled contact = 1.01948 A^-3
UHF contact = 1.25104 A^-3
UHF contact = 0.185385 a.u.
first order, second basis = -0.48604 A^-3
exchange pull 2 sum K^2/(e_v-e_c) = 0.24406 eV
net first-order spin = 1.7e-13 electrons
displaced spin = 0.03761 electrons
sign changes below 3 A: 0.127, 0.786 A
open-shell radial maximum = 0.5200 A
  first-order density there = 0.02869 A^-3
  open-shell density there = 1.07061 A^-3
first-order density at 0.05 A = -0.11980 A^-3
first-order density at 0.10 A = -0.02001 A^-3
first-order density at 0.20 A = 0.02932 A^-3
first-order density at 0.50 A = 0.03217 A^-3
first-order density at 1.00 A = -0.00347 A^-3
small-basis N slope test, relative error = 2.7e-09
1 a.u. of density = 6.74833 A^-3
finished without a failed check
```
